# Thermal response time of a thin silicon film on buried oxide: a numerical check

```python
"""Thermal response time of a bare silicon film on buried oxide.

Result under test: after long heating is switched off, the area under the
normalised cooling curve of the film is
    tau = R * (C_film + C_oxide / 3)
R         oxide thickness / oxide conductivity (m2 K/W)
C_film    heat capacity of the film per area (J/(m2 K))
C_oxide   heat capacity of the buried oxide per area (J/(m2 K))
The lower oxide face is a heat sink; the top of the film is insulated.
The formula is compared with a diagonalised finite-volume heat network.
Material values are rough typical ones near room temperature.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve

NS = 1e-9
film_thickness = 50e-9
oxide_thickness = 100e-9
film_heat = 1.66e6          # J/(m3 K)
oxide_heat = 1.63e6         # J/(m3 K)
oxide_k = 1.4               # W/(m K)
film_k = 30.0               # thin silicon film, W/(m K)
substrate_k = 148.0         # bulk silicon, W/(m K)
air_k = 0.026               # W/(m K)
island_side = 2e-6          # m
power_density = 2e8         # W/m2, equal to 0.2 mW/um2
boundary_R = 5e-9           # each silicon-oxide boundary, m2 K/W
cover_thickness = 100e-9    # oxide cover used only to size its effect
hotter_by = 60.0            # K above room temperature
heat_slope = 0.0013         # fractional rise of heat capacities per K
k_slope = 0.0010            # fractional rise of oxide conductivity per K

R = oxide_thickness / oxide_k
C_film = film_heat * film_thickness
C_oxide = oxide_heat * oxide_thickness
tau_film_only = R * C_film
tau_mean = R * (C_film + C_oxide / 3)
tau_energy = R * (C_film + C_oxide / 2)


def network_modes(caps, links, heating):
    """Decay times and weights of the heated film after switch-off.

    links[i] joins node i to node i+1; the last link goes to the sink.
    heating holds the share of power in each node and also averages
    the film temperature.
    """
    g = 1 / np.asarray(links)
    diagonal = g.copy()
    diagonal[1:] += g[:-1]
    G = np.diag(diagonal) - np.diag(g[:-1], 1) - np.diag(g[:-1], -1)
    root_c = np.sqrt(caps)
    rates, vectors = np.linalg.eigh(G / np.outer(root_c, root_c))
    overlap = vectors.T @ (heating / root_c)
    weights = overlap**2 / rates
    return 1 / rates, weights / weights.sum()


def build_stack(top_R=0.0, bottom_R=0.0, cover=0.0, film_cells=1):
    """Finite-volume stack: optional cover, film, buried oxide, sink."""
    n = 200
    caps, links, heating = [], [], []
    if cover > 0:
        m = 100
        caps += [oxide_heat * cover / m] * m
        links += [cover / m / oxide_k] * (m - 1)
        links += [cover / m / oxide_k / 2]
        heating += [0.0] * m
    caps += [C_film / film_cells] * film_cells
    heating += [1 / film_cells] * film_cells
    cell_R = film_thickness / film_cells / film_k
    links += [cell_R] * (film_cells - 1)
    inner_half = cell_R / 2 if film_cells > 1 else 0.0
    links += [inner_half + top_R + R / n / 2]
    caps += [C_oxide / n] * n
    heating += [0.0] * n
    links += [R / n] * (n - 1) + [R / n / 2 + bottom_R]
    return np.array(caps), np.array(links), np.array(heating)


def remaining(t, times, weights):
    return float(np.sum(weights * np.exp(-t / times)))


def time_to_1_over_e(times, weights):
    return brentq(lambda t: remaining(t, times, weights) - np.exp(-1),
                  0, 1e-6, xtol=1e-16)


# Mean time of the bare film: network against formula.
net_times, net_weights = network_modes(*build_stack())
net_mean = np.sum(net_times * net_weights)
assert abs(net_mean / tau_mean - 1) < 1e-4
assert abs(net_mean / tau_energy - 1) > 0.1   # one half is not the answer

# Continuous modes and weights against the network.
r = C_oxide / C_film
x = np.array([brentq(lambda y: y * np.sin(y) - r * np.cos(y),
                     j * np.pi, (j + 0.5) * np.pi) for j in range(60)])
mode_times = R * C_oxide / x**2
mode_weights = 2 * r**2 / (x**2 * (x**2 + r**2 + r))
order = np.argsort(net_times)[::-1]
assert np.allclose(net_times[order][:4], mode_times[:4], rtol=1e-3)
assert np.allclose(net_weights[order][:4], mode_weights[:4], rtol=2e-3)
assert abs(mode_weights.sum() - 1) < 1e-5
t_e = time_to_1_over_e(mode_times, mode_weights)
t_e_net = time_to_1_over_e(net_times, net_weights)
assert abs(t_e_net / t_e - 1) < 1e-3
assert abs(tau_mean / NS - 10) < 1 and abs(t_e / NS - 10) < 1
assert mode_weights[0] > 0.9

# Oxide cover with insulated top.
tau_cover = tau_mean + R * oxide_heat * cover_thickness
cover_times, cover_weights = network_modes(
    *build_stack(cover=cover_thickness))
assert abs(np.sum(cover_times * cover_weights) / tau_cover - 1) < 1e-3
t_e_cover = time_to_1_over_e(cover_times, cover_weights)

# Boundary resistances above and below the buried oxide.
def boundary_time(top, bottom):
    total = top + R + bottom
    shared = bottom**2 + bottom * R + R**2 / 3
    return C_film * total + C_oxide * shared / total


for top, bottom in ((boundary_R, boundary_R), (3e-8, 1e-8)):
    bt, bw = network_modes(*build_stack(top_R=top, bottom_R=bottom))
    assert abs(np.sum(bt * bw) / boundary_time(top, bottom) - 1) < 1e-3
tau_boundary = boundary_time(boundary_R, boundary_R)

# Temperature variation inside the film.
ft, fw = network_modes(*build_stack(film_cells=40))
film_change = np.sum(ft * fw) / tau_mean - 1
assert abs(film_change) < 0.02

# Substrate warming: mean rise of a uniformly heated square.
square_factor = (4 * np.log(1 + np.sqrt(2))
                 - 4 * (np.sqrt(2) - 1) / 3) / (2 * np.pi)


def lateral_share(v):
    b = 1 / v
    return erf(b) + np.expm1(-b * b) / (b * np.sqrt(np.pi))


def substrate_rise(v_end):
    """Mean surface rise per flux, from the heat kernel in time."""
    integral = quad(lambda v: lateral_share(v)**2, 0, v_end)[0]
    return island_side / (substrate_k * np.sqrt(np.pi)) * integral


substrate_R = square_factor * island_side / substrate_k
assert abs(substrate_rise(np.inf) / substrate_R - 1) < 1e-5
substrate_D = substrate_k / film_heat
v_mean = 2 * np.sqrt(substrate_D * tau_mean) / island_side
substrate_R_early = substrate_rise(v_mean)
assert substrate_R_early < substrate_R


# Edge spreading in the oxide: two-dimensional Laplace problem.
def edge_width(n):
    """Extra width per edge in oxide thicknesses, n cells per thickness."""
    def path(size):
        main = np.full(size, 2.0)
        main[[0, -1]] = 1.0
        side = -np.ones(size - 1)
        half = np.ones(size)
        half[[0, -1]] = 0.5
        return diags([side, main, side], [-1, 0, 1]), diags(half)
    nx, ny = 6 * n + 1, n + 1
    Lx, Wx = path(nx)
    Ly, Wy = path(ny)
    L = (kron(Lx, Wy) + kron(Wx, Ly)).tocsr()
    T = np.zeros((nx, ny))
    fixed = np.zeros((nx, ny), dtype=bool)
    fixed[:, -1] = True
    fixed[:3 * n + 1, 0] = True
    T[:3 * n + 1, 0] = 1.0
    T, fixed = T.ravel(), fixed.ravel()
    free = ~fixed
    T[free] = spsolve(L[free][:, free].tocsc(), -(L[free] @ T))
    return float(T @ (L @ T)) - 3.0


edge_formula = 2 * np.log(2) / np.pi
edge_numeric = 2 * edge_width(32) - edge_width(16)
assert abs(edge_numeric - edge_formula) < 0.005
edge_gain = 4 * edge_formula * oxide_thickness / island_side

# Remaining small effects.
air_fraction = air_k / (square_factor * island_side) * R
hot_factor = (1 + heat_slope * hotter_by) / (1 + k_slope * hotter_by)
final_rise = power_density * R
rise_10ns = final_rise * (1 - remaining(10 * NS, mode_times, mode_weights))


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


print("INPUTS (rough typical properties)")
show("film thickness", film_thickness * 1e9, "nm", 0)
show("buried oxide thickness", oxide_thickness * 1e9, "nm", 0)
show("silicon heat capacity", film_heat / 1e6, "MJ/(m3 K)")
show("oxide heat capacity", oxide_heat / 1e6, "MJ/(m3 K)")
show("oxide conductivity", oxide_k, "W/(m K)", 1)
show("island side", island_side * 1e6, "um", 1)
show("power density", power_density * 1e-9, "mW/um2", 1)
print("RESPONSE OF THE BARE FILM")
show("oxide resistance R", R * 1e9, "m2 K/GW", 1)
show("film capacity", C_film, "J/(m2 K)", 4)
show("oxide capacity", C_oxide, "J/(m2 K)", 4)
show("capacity ratio r", r, "(no unit)", 3)
show("film-only time", tau_film_only / NS, "ns")
show("oxide contribution", (tau_mean - tau_film_only) / NS, "ns")
show("mean time, formula", tau_mean / NS, "ns")
show("mean time, network", net_mean / NS, "ns")
show("stored energy / power", tau_energy / NS, "ns")
show("first root x1", x[0], "(no unit)", 4)
show("slowest mode time", mode_times[0] / NS, "ns")
show("slowest mode weight", 100 * mode_weights[0], "%", 1)
show("second mode time", mode_times[1] / NS, "ns")
show("1/e time", t_e / NS, "ns")
show("final film rise", final_rise, "K", 1)
show("film rise 10 ns after switch-on", rise_10ns, "K", 1)
print("NEGLECTED EFFECTS")
show("oxide cover thickness", cover_thickness * 1e9, "nm", 0)
show("mean time with cover", tau_cover / NS, "ns", 1)
show("1/e time with cover", t_e_cover / NS, "ns", 1)
show("resistance of each boundary", boundary_R * 1e9, "m2 K/GW", 1)
show("mean time with two boundaries", tau_boundary / NS, "ns", 1)
show("substrate conductivity", substrate_k, "W/(m K)", 0)
show("substrate/oxide rise, final", 100 * substrate_R / R, "%", 1)
show("same for constant flux at mean time",
     100 * substrate_R_early / R, "%", 1)
show("edge width / oxide thickness, formula", edge_formula, "", 4)
show("edge width / oxide thickness, grid", edge_numeric, "", 4)
show("extra conductance from edges", 100 * edge_gain, "%", 1)
show("thin-film conductivity", film_k, "W/(m K)", 0)
show("time change, resolved film", 100 * film_change, "%", 2)
show("air conductivity", air_k, "W/(m K)", 3)
show("air/oxide conductance", 100 * air_fraction, "%", 2)
show("hotter chip, temperature step", hotter_by, "K", 0)
show("heat capacity slope", 100 * heat_slope, "%/K", 2)
show("oxide conductivity slope", 100 * k_slope, "%/K", 2)
show("time change, hotter chip", 100 * (hot_factor - 1), "%", 1)
print("verified")
```

Output:

```
INPUTS (rough typical properties)
film thickness: 50 nm
buried oxide thickness: 100 nm
silicon heat capacity: 1.66 MJ/(m3 K)
oxide heat capacity: 1.63 MJ/(m3 K)
oxide conductivity: 1.4 W/(m K)
island side: 2.0 um
power density: 0.2 mW/um2
RESPONSE OF THE BARE FILM
oxide resistance R: 71.4 m2 K/GW
film capacity: 0.0830 J/(m2 K)
oxide capacity: 0.1630 J/(m2 K)
capacity ratio r: 1.964 (no unit)
film-only time: 5.93 ns
oxide contribution: 3.88 ns
mean time, formula: 9.81 ns
mean time, network: 9.81 ns
stored energy / power: 11.75 ns
first root x1: 1.0714 (no unit)
slowest mode time: 10.14 ns
slowest mode weight: 96.4 %
second mode time: 0.88 ns
1/e time: 9.77 ns
final film rise: 14.3 K
film rise 10 ns after switch-on: 9.1 K
NEGLECTED EFFECTS
oxide cover thickness: 100 nm
mean time with cover: 21.5 ns
1/e time with cover: 21.1 ns
resistance of each boundary: 5.0 m2 K/GW
mean time with two boundaries: 10.9 ns
substrate conductivity: 148 W/(m K)
substrate/oxide rise, final: 9.0 %
same for constant flux at mean time: 5.7 %
edge width / oxide thickness, formula: 0.4413 
edge width / oxide thickness, grid: 0.4411 
extra conductance from edges: 8.8 %
thin-film conductivity: 30 W/(m K)
time change, resolved film: 0.17 %
air conductivity: 0.026 W/(m K)
air/oxide conductance: 0.20 %
hotter chip, temperature step: 60 K
heat capacity slope: 0.13 %/K
oxide conductivity slope: 0.10 %/K
time change, hotter chip: 1.7 %
verified
```
